# Why silicon donor spectra contain nf lines that hydrogen forbids

**Question.** In hydrogen, electric-dipole light takes the 1s state to p states, never to f states. A shallow donor in silicon is described as a scaled hydrogen atom, yet lines labelled 4f±, 5f± and the like appear in its infrared spectrum. What makes them allowed, and how strong are they?

**Answer.** The label f is inherited from hydrogen, but the electron's mass in silicon depends on direction, and such a mass does not conserve the angular momentum $l$ of the envelope function. The derivation below shows which states mix, why a very small anisotropy is enough, and what silicon's large anisotropy does.

### What the anisotropic mass conserves

A conduction-band valley of silicon has a heavy mass $m_l$ along its axis, taken as $z$, and a light mass $m_t$ across it. Consider one valley, a scalar dielectric constant $\varepsilon$ and a bare Coulomb centre. With lengths in $a^*=\varepsilon a_0 m_0/m_t$, energies in $\mathrm{Ry}^*=(m_t/m_0)\,\mathrm{Ry}/\varepsilon^2$, $\mathbf p=-i\nabla$ and $\gamma=m_t/m_l$, the envelope Hamiltonian is

$$H=p_x^2+p_y^2+\gamma p_z^2-\frac2r=H_0-(1-\gamma)p_z^2,\qquad H_0=p^2-\frac2r .$$

$H_0$ is hydrogen, with energies $-1/n^2$. The extra term is unchanged by rotation about $z$ and by inversion, so $m$ and parity survive as quantum numbers. The total $l$ does not.

To see what is coupled, go to momentum space, where an envelope keeps its $l$ and $m$ and $p_z^2$ is multiplication by $k^2\cos^2\theta$. The spherical harmonics obey

$$\cos\theta\,Y_{lm}=A_{l+1}Y_{l+1,m}+A_lY_{l-1,m},\qquad A_l^2=\frac{l^2-m^2}{4l^2-1}.$$

Applying this twice to a p function gives

$$\cos^2\theta\,Y_{1m}=(A_1^2+A_2^2)\,Y_{1m}+A_2A_3\,Y_{3m}.$$

The p envelope is coupled to the f envelope of the same $m$. In general $l$ is coupled to $l$ and $l\pm2$. An odd eigenstate with $m=0$ or $\pm1$ is therefore a mixture of p, f, h and higher envelopes. An odd state with $|m|=2$ or 3 has no p part, because p functions stop at $|m|=1$. It is also dark: the ground state has $m=0$, and a dipole changes $m$ by at most one.

### Why a small anisotropy is enough

Ordinarily a weak perturbation produces a weak admixture. Here 4p and 4f have the same energy in hydrogen, so the perturbation must first be diagonalized inside the $n=4$ shell.

Its matrix elements follow from a commutator. From $[z,p_z]=i$ one has $[z,p^2]=2ip_z$, and $[p_z,-2/r]=-i\,\partial_z(-2/r)=-2iz/r^3$. Hence

$$[zp_z,H_0]=[z,H_0]\,p_z+z\,[p_z,H_0]=2ip_z^2-2i\frac{z^2}{r^3}.$$

Between two bound states of equal energy the commutator of $zp_z$ with $H_0$ has zero matrix element, because $H_0$ may act to the left or to the right and gives the same energy. Inside one shell, therefore,

$$p_z^2\;\to\;\frac{z^2}{r^3}=\frac{\cos^2\theta}{r}.$$

Adding the same relations for $x$ and $y$ gives $\langle p^2\rangle=\langle1/r\rangle$. Since $\langle p^2\rangle-2\langle1/r\rangle=-1/16$, both 4p and 4f have $\langle1/r\rangle=1/16$.

The off-diagonal radial element needs the functions themselves. With $x=r/2$ they are proportional to $x(x^2-10x+20)e^{-x/2}$ for 4p and $x^3e^{-x/2}$ for 4f. The element of $1/r$ carries the weight $r^2/r\propto x$, so the three integrals are

- pf: $\int x^5(x^2-10x+20)e^{-x}dx=7!-10\cdot6!+20\cdot5!=240$,
- ff: $\int x^7e^{-x}dx=7!=5040$,
- pp: $\int x^3(x^2-10x+20)^2e^{-x}dx=7!-20\cdot6!+140\cdot5!-400\cdot4!+400\cdot3!=240$.

The pp and ff integrals both correspond to $1/16$, which fixes the normalization:

$$\langle4p|\tfrac1r|4f\rangle=\frac1{16}\,\frac{240}{\sqrt{240\cdot5040}}=\frac1{16\sqrt{21}}.$$

For $m=0$, $A_1^2=\frac13$, $A_2^2=\frac4{15}$, $A_3^2=\frac9{35}$ and $A_4^2=\frac{16}{63}$. For $|m|=1$ they are $0$, $\frac15$, $\frac8{35}$ and $\frac5{21}$. The diagonal angular factors are $A_1^2+A_2^2$ for p and $A_3^2+A_4^2$ for f, and the off-diagonal one is $A_2A_3$. In the order (p, f),

$$16\,p_z^2\Big|_{m=0}=\begin{pmatrix}\frac35&\frac2{35}\\ \frac2{35}&\frac{23}{45}\end{pmatrix},\qquad
16\,p_z^2\Big|_{|m|=1}=\begin{pmatrix}\frac15&\frac{2\sqrt6}{105}\\ \frac{2\sqrt6}{105}&\frac7{15}\end{pmatrix}.$$

The perturbation is $-(1-\gamma)/16$ times these matrices. The factor $1-\gamma$ sets the splitting but drops out of the eigenvectors. The mixing angle $\vartheta$ obeys $\tan2\vartheta=2\times$(off-diagonal)/(difference of diagonals):

$$m=0:\ \tan2\vartheta=\frac{4/35}{4/45}=\frac97,\qquad |m|=1:\ |\tan2\vartheta|=\frac{4\sqrt6/105}{4/15}=\frac{\sqrt6}7 .$$

The smaller component has weight $\sin^2\vartheta=\frac12(1-\cos2\vartheta)$. For $m=0$, $\cos2\vartheta=7/\sqrt{130}$ and the weight is 0.193. For $|m|=1$, $\cos2\vartheta=7/\sqrt{55}$ and it is 0.028. These values are the limit $\gamma\to1$, where coupling to other shells can be neglected.

### What the label means

For each $|m|=0,1$ the odd levels, taken in order of energy, are called 2p, 3p, 4p, 4f, 5p, 5f. The number of names per shell is that of hydrogen, and p is put before f by convention.

The minus sign in the perturbation means that the state with the larger $p_z^2$ is lowered more. For $m=0$ that state is mostly p, so the upper level, 4f0, is mostly f, with a p weight of 0.193. For $|m|=1$ the f function has the larger $p_z^2$ ($\frac7{15}$ against $\frac15$). The lower level, named 4p±, is then mostly f, and the upper one, named 4f±, has a p weight of 0.972. The name is a place in a list, not a value of $l$.

### How the strength is shared

Define the line strengths $F_0=\Delta E\,|\langle z\rangle|^2$ for $m=0$ and $F_\pm=\Delta E(|\langle x\rangle|^2+|\langle y\rangle|^2)$, summed over $m=\pm1$. They can be compared directly when the valleys are equally occupied. Light polarized along a cubic axis is longitudinal for one third of the valleys, contributing $F_0/3$. It is transverse for two thirds, each giving $F_\pm/2$, which again makes $F_\pm/3$.

As $\gamma\to1$, 1s reaches the p component alone, so each line takes the hydrogen 1s→4p strength times its p weight. With $u=rR$, that strength is

$$f=\frac{\Delta E}3\left(\int u_{1s}\,r\,u_{4p}\,dr\right)^2 .$$

Here $u_{1s}=2re^{-r}$ and $u_{4p}=Nr^2(\frac{r^2}4-5r+20)e^{-r/4}$. Normalization gives $N^{-2}=61440$, and the integral is $360N/(5/4)^7=75.50N$. With $\Delta E=1-\frac1{16}=\frac{15}{16}$,

$$f=\frac{15}{48}\,\frac{75.50^2}{61440}=0.0290 .$$

The two $m=0$ lines share 0.0290, and the two $|m|=1$ lines share twice that, since $x$ and $y$ both count. The weaker lines have $0.193\times0.0290=0.0056$ and $0.028\times0.0580=0.0016$. These too are limiting values, and the strengths leave the limit sooner than the weights do. In the numerical diagonalization described below, 4f0 at $\gamma=0.8$ still has a p weight of 0.181, but its share of the strength of the $m=0$ pair has fallen from 0.193 to 0.120.

This does not contradict hydrogen. As $\gamma\to1$ the two lines of a pair merge, and their sum tends to the hydrogen value. At $\gamma=1$ the states may again be chosen as pure p and pure f. The anisotropy shares out existing strength between lines that it has separated.

### A second route through the ground state

The perturbation also couples 1s to d envelopes with $m=0$, and a dipole can take d to f. But 1s has no degenerate d partner, so its d amplitude is proportional to $1-\gamma$, and the strength of this route to $(1-\gamma)^2$.

The two routes can be separated by leaving out the p envelopes from the final states while keeping the true ground state. I did this by numerical diagonalization, with 30 radial Laguerre functions for each of ten values of $l$. At $1-\gamma=0.001$ the 4f level with $m=0$ then keeps $F=5.1\times10^{-10}$, against $5.6\times10^{-3}$ for the weaker $n=4$ line with p included. Doubling $1-\gamma$ multiplies the former by 4.00. For $|m|=1$ the numbers are $6.8\times10^{-10}$, $1.6\times10^{-3}$ and 4.01. Near equal masses, p–f mixing is the cause of the extra lines.

### Silicon

Take the rough values $m_t=0.191\,m_0$, $m_l=0.916\,m_0$ and $\varepsilon=11.4$. Then $\gamma=0.191/0.916=0.209$, $a^*=3.16$ nm and $\mathrm{Ry}^*=20.0$ meV. The anisotropy is no longer small and shells mix with one another, so the same diagonalization, with $l=1,3,\dots,19$ for the odd states, replaces the $2\times2$ matrices. The weight missing from each row belongs to h and higher envelopes.

| Level | Binding (meV) | p weight | f weight | $F/F(2p_\pm)$ |
|---|---|---|---|---|
| 2p0 | 11.51 | 0.87 | 0.12 | 0.203 |
| 4p0 | 3.31 | 0.74 | 0.21 | 0.0097 |
| 4f0 | 2.34 | 0.26 | 0.51 | 0.0002 |
| 5p0 | 2.24 | 0.53 | 0.38 | 0.0045 |
| 5f0 | 1.63 | 0.65 | 0.25 | 0.0026 |
| 2p± | 6.42 | 0.91 | 0.08 | 1 |
| 4p± | 2.19 | 0.05 | 0.75 | 0.066 |
| 4f± | 1.90 | 0.74 | 0.15 | 0.021 |
| 5p± | 1.45 | 0.06 | 0.74 | 0.053 |
| 5f± | 1.26 | 0.77 | 0.09 | 0.0020 |

The inverted naming found near $\gamma=1$ persists: 4f± is mostly p and 4p± is mostly f. These weights refer to $l$ in the actual coordinates. At this anisotropy they depend on that choice: with $z$ scaled by $\sqrt\gamma$ so that the kinetic energy is isotropic, the p and f weights become 0.46 and 0.45 for 4f±, and 0.31 and 0.58 for 4p±. Yet 4p±, with a p weight of 0.05, is three times as strong as 4f±. The p weight alone no longer fixes the strength. Mixing between shells changes the radial shape of the p envelope. For 4p± the small p part carries nearly the whole dipole amplitude, 0.17 $a^*$, most of it from the s part of the ground state, whether the dipole is written with position or with momentum. The much larger p part of 4f± overlaps the ground state far less. The ground state also has a d weight of 0.08, which opens further amplitudes that add with signs. For 4p± the f envelope contributes almost nothing, but for 4f± and 4f0 it matters.

For 4f±, write $F=\Delta E\,M^2$. The amplitude, in units of $a^*$, splits by final $l$ into 0.035 from p, 0.053 from f and 0.008 from higher envelopes, in total 0.095. The computed ground-state binding is 31.3 meV, so $\Delta E=(31.3-1.9)/20.0=1.47$ and $F=1.47\times0.095^2=0.013$. Divided by $F(2p_\pm)=0.631$ this gives 0.021. The parts reinforce each other. Their sizes belong to the dipole written with position, as here. Written with momentum, the dipole gives the same total, but the p part is then larger than the f part. The split therefore does not say which envelope matters more.

For 4f0 the parts are $0.025$, $-0.014$ and $-0.002$. In this position form the negative parts cancel almost two thirds of the p part, leaving 0.009 and a line about fifty times weaker than 4p0.

What would remain in silicon without p envelopes? The lowest $|m|=1$ level would have a relative strength of 0.007, at a binding of 2.40 meV, and the lowest $m=0$ level 0.001, at 2.64 meV. These levels do not correspond one to one with the real ones, but the comparison gives the scale. The second route alone would make f lines weakly visible. With p included, both $n=4$ lines of $|m|=1$ lie well above that scale, and 4f0 lies below it.

The lowest odd level with $|m|=2$ has a binding of 1.90 meV, the same as 4f± to this accuracy. It does not mix with 4f±, since $m$ differs, and it adds no absorption.

### Comparison with a real donor

Phosphorus in silicon binds its electron by roughly 45 meV, well above the model's 31.3 meV, because the potential near the donor core is not a bare Coulomb one. The 4f± line then lies near $45-1.9\approx43$ meV, or roughly 350 cm⁻¹, as uncertain as the rough 45 meV.

To size the effect on strengths, I added a Gaussian well of radius 0.5 nm, with its depth fitted to 45 meV (0.48 eV), and held the final states fixed. The relative strength of 4f± rises by roughly 30%, for any well radius from 0.25 to 1 nm. That of 4f0 nearly doubles but stays tiny. Because it comes from a cancellation, this factor is less certain: if the well also acts on the final states it is 2.0 at 0.5 nm and 3.2 at 1 nm. To first order the well lowers 4f± by 0.00015 meV, so the position of the excited level is hardly touched. The dielectric constant matters more: binding scales as $1/\varepsilon^2$, and $\varepsilon=11.7$ gives 1.80 meV instead of 1.90.

At 10 K, $kT=0.86$ meV. The five upper 1s combinations of the valleys, roughly 12 meV above the ground state, hold a relative population of $5e^{-12/0.86}\approx4\times10^{-6}$, so absorption starts from the ground state.

The model also assumes that each donor is isolated. The 4f± orbit has an rms radius of 47 nm. At $10^{14}$ donors per cm³ each donor has a sphere of radius 134 nm to itself, but at $10^{16}$ cm⁻³ the radius is 29 nm and the isolated-donor model fails for this level.

Fields of ionized impurities also matter. At $10^{12}$ ions per cm³ the field at the edge of an ion's sphere is 3.3 V/cm, or 0.016 meV across the orbit radius. That is small against the 0.29 meV between 4p± and 4f±, so the two lines stay apart. A field also mixes states of opposite parity, by an amount that depends on the gaps to the even levels, which were not computed here. Strong enough fields would spoil the classification used here.
